# Reduced Matrix Elements and Normalisation Conventions of Operator Equivalents: a numerical check

```python
"""
Result under test: the Racah-normalised operator equivalents O_kq of an angular
momentum J (hbar = 1) have the reduced matrix element
    R_k = 2^-k sqrt((2J+k+1)!/(2J-k)!),   0 <= k <= 2J,
in the convention
    <J M|O_kq|J M'> = (-1)^(J-M) (J k J; -M q M') R_k.
O_kq is the solid harmonic r^k C_kq with x, y, z replaced by Jx, Jy, Jz in fully
symmetrised products (Smith-Thornley, Lindgard-Danielsen normalisation).
T_kq has T_kk = (-1)^k 2^(-k/2) J+^k (Buckmaster-Chatterjee-Shing), and
    O_kq = g_k T_kq,   g_k = sqrt((2k)!/2^k)/k!.
In the code two_j = 2J, and matrix row 0 belongs to M = +J.
"""
from math import factorial, comb, sqrt, prod
import numpy as np
from scipy.special import lpmv
from scipy.constants import physical_constants
from sympy import Rational
from sympy.physics.wigner import wigner_3j, clebsch_gordan


def angular_momentum(two_j):
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    j_plus = np.diag(np.sqrt((j - m[1:]) * (j + m[1:] + 1)), 1)
    return j_plus, j_plus.T.copy(), np.diag(m)


def solid_harmonic_terms(k, q):
    """Terms (p, s, r, c) of r^k C_kq = sum c (x+iy)^p (x-iy)^s z^r."""
    terms = []
    for s in range(k + 1):
        p = q + s
        r = k - p - s
        if p >= 0 and r >= 0:
            c = sqrt(factorial(k + q) * factorial(k - q)) * (-1) ** p
            c /= 2 ** (p + s) * factorial(p) * factorial(s) * factorial(r)
            terms.append((p, s, r, c))
    return terms


def substituted_operators(two_j, k):
    """O_kq by symmetrised substitution, straight from the definition."""
    letters = angular_momentum(two_j)
    memo = {(0, 0, 0): np.eye(two_j + 1)}

    def symmetrised(powers):
        # average over all orderings, sorted by the first factor
        if powers not in memo:
            total = np.zeros((two_j + 1, two_j + 1))
            for i in range(3):
                if powers[i] > 0:
                    rest = list(powers)
                    rest[i] -= 1
                    total += powers[i] * letters[i] @ symmetrised(tuple(rest))
            memo[powers] = total / sum(powers)
        return memo[powers]

    return {q: sum(c * symmetrised((p, s, r))
                   for p, s, r, c in solid_harmonic_terms(k, q))
            for q in range(-k, k + 1)}


def ladder_operators(two_j, k):
    """O_kq from the stretched component and commutators with J-."""
    j_plus, j_minus, _ = angular_momentum(two_j)
    scale = (-1) ** k * sqrt(factorial(2 * k)) / (2 ** k * factorial(k))
    ops = {k: scale * np.linalg.matrix_power(j_plus, k)}
    for q in range(k, -k, -1):
        commutator = j_minus @ ops[q] - ops[q] @ j_minus
        ops[q - 1] = commutator / sqrt((k + q) * (k - q + 1))
    return ops


def coupled_operators(two_j, k_max):
    """T_kq by repeated vector coupling of J to maximal rank."""
    j_plus, j_minus, j_z = angular_momentum(two_j)
    vector = {1: -j_plus / sqrt(2), 0: j_z, -1: j_minus / sqrt(2)}
    ranks = {1: vector}
    for k in range(2, k_max + 1):
        ranks[k] = {}
        for q in range(-k, k + 1):
            total = np.zeros_like(j_z)
            for n in (-1, 0, 1):
                if abs(q - n) <= k - 1:
                    cg = float(clebsch_gordan(k - 1, 1, k, q - n, n, q))
                    total = total + cg * ranks[k - 1][q - n] @ vector[n]
            ranks[k][q] = total
    return ranks


def wigner_matrix(two_j, k, q):
    """Matrix of (-1)^(J-M) (J k J; -M q M')."""
    j = Rational(two_j, 2)
    w = np.zeros((two_j + 1, two_j + 1))
    for row in range(two_j + 1):
        col = row + q
        if 0 <= col <= two_j:
            w[row, col] = (-1) ** row * float(
                wigner_3j(j, k, j, -(j - row), q, j - col))
    return w


def reduced_element(two_j, k):
    if k > two_j:
        return 0.0
    return sqrt(factorial(two_j + k + 1) / factorial(two_j - k)) / 2 ** k


def racah_over_coupled(k):
    return sqrt(factorial(2 * k) / 2 ** k) / factorial(k)


K_MAX = 6

# The polynomial form of the solid harmonics against Legendre functions
theta, phi = 0.83, 2.17
u = np.sin(theta) * np.exp(1j * phi)
z = np.cos(theta)
for k in range(1, K_MAX + 1):
    for q in range(-k, k + 1):
        a = abs(q)
        ref = sqrt(factorial(k - a) / factorial(k + a)) * lpmv(a, k, z)
        ref = ref * np.exp(1j * a * phi)
        if q < 0:
            ref = (-1) ** a * np.conj(ref)
        val = sum(c * u ** p * np.conj(u) ** s * z ** r
                  for p, s, r, c in solid_harmonic_terms(k, q))
        assert abs(val - ref) < 1e-12

# Operators, traces, sign and reduced elements, integer and half-integer J
worst = 0.0
for two_j in (1, 2, 3, 5, 8):
    j_plus, j_minus, _ = angular_momentum(two_j)
    coupled = coupled_operators(two_j, K_MAX)
    for k in range(1, K_MAX + 1):
        size = max(1.0, (two_j / 2 + 1) ** k)   # scale of rounding errors
        red = reduced_element(two_j, k)
        direct = substituted_operators(two_j, k)
        ladder = ladder_operators(two_j, k)
        power = (np.linalg.matrix_power(j_minus, k)
                 @ np.linalg.matrix_power(j_plus, k))
        count = factorial(k) ** 2 * comb(two_j + k + 1, 2 * k + 1)
        assert abs(np.trace(power) - count) < 1e-11 * max(1, count)
        product = (two_j + 1) * prod((two_j + 1) ** 2 - n * n
                                     for n in range(1, k + 1))
        assert abs(red ** 2 - product / 4 ** k) < 1e-12 * max(1.0, red ** 2)
        for q in range(-k, k + 1):
            assert np.max(abs(direct[q] - ladder[q])) < 1e-10 * size
            converted = racah_over_coupled(k) * coupled[k][q]
            assert np.max(abs(direct[q] - converted)) < 1e-10 * size
            norm = np.sum(direct[q] ** 2)
            assert abs(norm - red ** 2 / (2 * k + 1)) < 1e-10 * size ** 2
            if k <= two_j:
                w = wigner_matrix(two_j, k, q)
                assert abs(np.sum(w ** 2) - 1 / (2 * k + 1)) < 1e-12
                error = np.max(abs(direct[q] - red * w)) / red
                worst = max(worst, error)
                assert error < 1e-10
                if q == 0:
                    assert w[0, 0] > 0
                    top = factorial(two_j) / factorial(two_j - k) / 2 ** k
                    assert abs(direct[0][0, 0] - top) < 1e-10 * size
            else:
                assert np.max(abs(direct[q])) < 1e-10 * size

# The Clebsch-Gordan form of the theorem carries R_k/sqrt(2J+1)
for two_j in (5, 8):
    j = Rational(two_j, 2)
    op = substituted_operators(two_j, 3)[1]
    for row in range(two_j):
        cg = float(clebsch_gordan(j, 3, j, j - row - 1, 1, j - row))
        expected = cg * reduced_element(two_j, 3) / sqrt(two_j + 1)
        assert abs(op[row, row + 1] - expected) < 1e-9

# Worked example: J = 4 in a tetragonal field
TWO_J = 8
J = TWO_J // 2
b2, b4 = 5.0e-4, 1.0e-4     # chosen model coefficients, eV
g2, g4 = racah_over_coupled(2), racah_over_coupled(4)


def field(c2, c4, rank2, rank4):
    return c2 * rank2[0] + c4 * (rank4[0]
                                + sqrt(5 / 14) * (rank4[4] + rank4[-4]))


O2 = substituted_operators(TWO_J, 2)
O4 = substituted_operators(TWO_J, 4)
W2 = {0: reduced_element(TWO_J, 2) * wigner_matrix(TWO_J, 2, 0)}
W4 = {q: reduced_element(TWO_J, 4) * wigner_matrix(TWO_J, 4, q)
      for q in (-4, 0, 4)}
T = coupled_operators(TWO_J, 4)
levels = np.linalg.eigvalsh(field(b2, b4, O2, O4))
levels_3j = np.linalg.eigvalsh(field(b2, b4, W2, W4))
levels_t = np.linalg.eigvalsh(field(g2 * b2, g4 * b4, T[2], T[4]))
levels_wrong = np.linalg.eigvalsh(field(b2, b4, T[2], T[4]))
assert np.allclose(levels, levels_3j, rtol=0, atol=1e-13)
assert np.allclose(levels, levels_t, rtol=0, atol=1e-13)

# Closed-form levels from blocks of at most two states
X = J * (J + 1)
diag2 = {m: (3 * m * m - X) / 2 for m in range(J + 1)}
diag4 = {m: (35 * m ** 4 - (30 * X - 25) * m * m + 3 * X * X - 6 * X) / 8
         for m in range(J + 1)}
for m in range(J + 1):
    assert abs(O2[0][J - m, J - m] - diag2[m]) < 1e-10
    assert abs(O4[0][J - m, J - m] - diag4[m]) < 1e-10


def mixing(m):
    """(5/16) <m+4|J+^4|m>, the fourfold term between m and m+4."""
    return 5 / 16 * sqrt(factorial(J - m) * factorial(J + m + 4)
                         / (factorial(J + m) * factorial(J - m - 4)))


def two_state(a, b, v):
    root = sqrt(((a - b) / 2) ** 2 + v * v)
    return [(a + b) / 2 - root, (a + b) / 2 + root]


d = {m: b2 * diag2[m] + b4 * diag4[m] for m in range(J + 1)}
pair_2 = two_state(d[2], d[2], b4 * mixing(-2))
pair_40 = two_state(d[4], d[0], sqrt(2) * b4 * mixing(0))
pair_31 = two_state(d[3], d[1], b4 * mixing(-1))
closed = np.sort(pair_2 + pair_40 + [d[4]] + 2 * pair_31)
assert np.allclose(levels, closed, rtol=0, atol=1e-13)

# Without the axial term the field is cubic
cubic = np.linalg.eigvalsh(field(0.0, 1.0, O2, O4))
cubic_values, cubic_counts = np.unique(np.round(cubic, 7), return_counts=True)
assert list(cubic_counts) == [3, 2, 3, 1]

# Unconverted coefficients change the pattern, not only the width
width = levels[-1] - levels[0]
width_wrong = levels_wrong[-1] - levels_wrong[0]
pattern = (levels - levels[0]) / width
pattern_wrong = (levels_wrong - levels_wrong[0]) / width_wrong
pattern_change = np.max(abs(pattern - pattern_wrong))
assert pattern_change > 1e-3

print(f"Largest relative Wigner-Eckart error: {worst:.1e}")
print(f"Example J = {J} (dimensionless operators)")
for k in range(1, K_MAX + 1):
    R, g = reduced_element(TWO_J, k), racah_over_coupled(k)
    print(f"k={k}: R_k={R:.4f}  g_k={g:.6f}  R_k/g_k={R / g:.4f}")
jp, jm, _ = angular_momentum(TWO_J)
trace4 = np.trace(np.linalg.matrix_power(jm, 4)
                  @ np.linalg.matrix_power(jp, 4))
print(f"Tr(J-^4 J+^4) = {trace4:.0f}")
print(f"Tr(O_40^2) = {np.sum(O4[0] ** 2):.2f}")
print(f"<44|O_40|44> = {O4[0][0, 0]:.2f}")
for m in range(J + 1):
    print(f"M={m}: <O_20>={O2[0][J - m, J - m]:.2f}"
          f"  <O_40>={O4[0][J - m, J - m]:.2f}")
for m in (-2, -1, 0):
    print(f"Fourfold element {m} -> {m + 4}: {mixing(m):.4f}")
print(f"b2 = {b2:.6f} eV, b4 = {b4:.6f} eV (Racah)")
print(f"g2*b2 = {g2 * b2:.8f} eV, g4*b4 = {g4 * b4:.8f} eV (for T)")
for m in range(J + 1):
    print(f"Diagonal energy M={m}: {d[m]:.6f} eV")
print(f"Pair from M=+-2: {pair_2[0]:.6f}, {pair_2[1]:.6f} eV")
print(f"Pair from M=+-4 (even), 0: {pair_40[0]:.6f}, {pair_40[1]:.6f} eV")
print(f"Single from M=+-4 (odd): {d[4]:.6f} eV")
print(f"Doublets from 3,-1 and -3,1: {pair_31[0]:.6f}, {pair_31[1]:.6f} eV")
print("Levels: correct | unconverted coefficients")
for i in range(TWO_J + 1):
    print(f"{i + 1}: {levels[i]:.6f} eV | {levels_wrong[i]:.6f} eV")
hartree = physical_constants["Hartree energy in eV"][0]
print(f"Total splitting: {width:.6f} eV = {width / hartree:.4e} hartree")
print(f"Unconverted splitting: {width_wrong:.6f} eV")
print(f"Splitting ratio unconverted/correct: {width_wrong / width:.4f}")
print(f"Largest shift of scaled level position: {pattern_change:.4f}")
print("Cubic levels for b2=0, in units of b4 (degeneracy):")
print(", ".join(f"{v:.1f} ({n})" for v, n in zip(cubic_values, cubic_counts)))
print("no test failed")
```

Output:

```
Largest relative Wigner-Eckart error: 1.8e-16
Example J = 4 (dimensionless operators)
k=1: R_k=13.4164  g_k=1.000000  R_k/g_k=13.4164
k=2: R_k=58.8643  g_k=1.224745  R_k/g_k=48.0625
k=3: R_k=249.7399  g_k=1.581139  R_k/g_k=157.9494
k=4: R_k=1006.7336  g_k=2.091650  R_k/g_k=481.3107
k=5: R_k=3766.8521  g_k=2.806243  R_k/g_k=1342.3114
k=6: R_k=12634.4061  g_k=3.799671  R_k/g_k=3325.1316
Tr(J-^4 J+^4) = 411840
Tr(O_40^2) = 112612.50
<44|O_40|44> = 105.00
M=0: <O_20>=-10.00  <O_40>=135.00
M=1: <O_20>=-8.50  <O_40>=67.50
M=2: <O_20>=-4.00  <O_40>=-82.50
M=3: <O_20>=3.50  <O_40>=-157.50
M=4: <O_20>=14.00  <O_40>=105.00
Fourfold element -2 -> 2: 112.5000
Fourfold element -1 -> 3: 99.2157
Fourfold element 0 -> 4: 62.7495
b2 = 0.000500 eV, b4 = 0.000100 eV (Racah)
g2*b2 = 0.00061237 eV, g4*b4 = 0.00020917 eV (for T)
Diagonal energy M=0: 0.008500 eV
Diagonal energy M=1: 0.002500 eV
Diagonal energy M=2: -0.010250 eV
Diagonal energy M=3: -0.014000 eV
Diagonal energy M=4: 0.017500 eV
Pair from M=+-2: -0.021500, 0.001000 eV
Pair from M=+-4 (even), 0: 0.003050, 0.022950 eV
Single from M=+-4 (odd): 0.017500 eV
Doublets from 3,-1 and -3,1: -0.018653, 0.007153 eV
Levels: correct | unconverted coefficients
1: -0.021500 eV | -0.010956 eV
2: -0.018653 eV | -0.008747 eV
3: -0.018653 eV | -0.008747 eV
4: 0.001000 eV | -0.000199 eV
5: 0.003050 eV | 0.000596 eV
6: 0.007153 eV | 0.002403 eV
7: 0.007153 eV | 0.002403 eV
8: 0.017500 eV | 0.010735 eV
9: 0.022950 eV | 0.012511 eV
Total splitting: 0.044450 eV = 1.6335e-03 hartree
Unconverted splitting: 0.023467 eV
Splitting ratio unconverted/correct: 0.5279
Largest shift of scaled level position: 0.0754
Cubic levels for b2=0, in units of b4 (degeneracy):
-195.0 (3), 30.0 (2), 105.0 (3), 210.0 (1)
no test failed
```
